\section*{The Single-Band Effective-Mass Equation in the Luttinger–Kohn Basis, part 1}

(Sections cited here and not found follow in the second part.)

\section{From the crystal to one envelope function}

\subsection{The decision and the result behind it}

Before computing electron states in a smooth confining potential, one must decide whether a single envelope equation with an effective mass will do, or whether several coupled bands are needed. When one nearby band supplies most of the inverse mass, the decision rests on two ratios. The first is the kinetic energy of the confined state divided by the distance to the nearest coupled band. The second is the square of an interband length, defined below, divided by the square of the length over which the potential varies. In that case, and when the confined state has about the same size as the potential well, both estimate the first neglected terms relative to the kinetic energy, up to factors of a few. For a state much narrower than the well the second ratio is not such an estimate, and for a state much wider than the well neither ratio estimates the separate terms. In both cases the correction terms derived below must be evaluated instead. Both ratios presuppose a potential that is smooth on the scale of the lattice period. For a narrow band far from all others they can understate the error by a factor of ten or more, because the quartic part of the band energy is then set by the lattice period; there too the correction terms must be evaluated. Where the ratios apply and both are small compared with the accuracy required relative to the kinetic energy, one band is enough. If they are small but not negligible, two correction terms can be added by first-order perturbation theory.

The Hamiltonian is
\begin{equation}
H=\frac{p^2}{2m}+V(\mathbf r)+U(\mathbf r),
\label{eq:H}
\end{equation}
where $m$ is the free-electron mass, $V$ is the periodic crystal potential and $U$ is the added potential. Both are real local functions. Spin-orbit coupling is left out, and the crystal has inversion symmetry. The band of interest, labelled $c$, is nondegenerate at $\mathbf k=0$ and has its extremum there, at energy $E_c$. The potential $U$ and the envelope vary on a length $L$.

For states near $E_c$ the leading equation is
\begin{equation}
\left[-\frac{\hbar^2}{2}\sum_{ij}\left(\frac1{m^*}\right)_{ij}
\partial_i\partial_j+U(\mathbf r)\right]F(\mathbf r)
=(E-E_c)F(\mathbf r),
\label{eq:ema}
\end{equation}
and the wave function is $\psi\approx F u_c$, where $u_c$ is the Bloch function at the band edge. The derivation uses the slow variation of $U$ at two separate places, and they set different conditions on $L$.

\subsection{The basis}

Let $u_n(\mathbf r)$ be the periodic solutions of the crystal problem at $\mathbf k=0$,
\begin{equation}
\left(\frac{p^2}{2m}+V\right)u_n=E_nu_n,\qquad
\frac1\Omega\int_{\rm cell}u_n^*u_{n'}\,d^3r=\delta_{nn'},
\label{eq:un}
\end{equation}
with $\Omega$ the cell volume. Since $V$ is real, the $u_n$ can be chosen real. The crystal is placed in a periodic box of volume $\mathcal V=N\Omega$, so that $\mathbf k$ is discrete. The Luttinger--Kohn functions are
\begin{equation}
\chi_{n\mathbf k}(\mathbf r)=\frac1{\sqrt{\mathcal V}}
e^{i\mathbf k\cdot\mathbf r}u_n(\mathbf r),
\qquad \mathbf k\in\text{first Brillouin zone}.
\label{eq:lk}
\end{equation}
They differ from Bloch functions in that the periodic factor is the same for every $\mathbf k$.

To check orthonormality, write the integral over the box as a sum over lattice vectors $\mathbf R$ and an integral over one cell:
\begin{equation}
\langle\chi_{n\mathbf k}|\chi_{n'\mathbf k'}\rangle
=\frac1{\mathcal V}\sum_{\mathbf R}
e^{-i(\mathbf k-\mathbf k')\cdot\mathbf R}
\int_{\rm cell}e^{-i(\mathbf k-\mathbf k')\cdot\mathbf r}
u_n^*u_{n'}\,d^3r .
\label{eq:orth}
\end{equation}
The lattice sum is $N$ if $\mathbf k-\mathbf k'$ is a reciprocal lattice vector and zero otherwise. Two vectors of the first zone differ by a reciprocal lattice vector only if they are equal. The exponential in the cell integral is then one, and Eq.~\eqref{eq:un} gives $(N\Omega/\mathcal V)\delta_{nn'}\delta_{\mathbf k\mathbf k'}=\delta_{nn'}\delta_{\mathbf k\mathbf k'}$.

The set is also complete. Any function in the box is a sum of plane waves, and each of their wave vectors can be written uniquely as $\mathbf k+\mathbf G$, with $\mathbf k$ in the first zone and $\mathbf G$ a reciprocal lattice vector. Collecting the terms with one $\mathbf k$ gives $e^{i\mathbf k\cdot\mathbf r}$ times a periodic function, and that function can be expanded in the $u_n$. Hence
\begin{equation}
\psi=\sum_{n\mathbf k}A_n(\mathbf k)\chi_{n\mathbf k}
\label{eq:expand}
\end{equation}
involves no approximation.

\subsection{Matrix elements of the crystal Hamiltonian}

Moving the momentum operator through the exponential gives
\begin{equation}
p\,e^{i\mathbf k\cdot\mathbf r}u_n
=e^{i\mathbf k\cdot\mathbf r}(\mathbf p+\hbar\mathbf k)u_n .
\end{equation}
Applying it twice, and using $(\mathbf p+\hbar\mathbf k)^2=p^2+2\hbar\mathbf k\cdot\mathbf p+\hbar^2k^2$, one obtains
\begin{equation}
\left(\frac{p^2}{2m}+V\right)\chi_{n\mathbf k}
=\frac{e^{i\mathbf k\cdot\mathbf r}}{\sqrt{\mathcal V}}
\left(E_n+\frac{\hbar^2k^2}{2m}
+\frac{\hbar}{m}\mathbf k\cdot\mathbf p\right)u_n .
\label{eq:H0chi}
\end{equation}
The function to the right of the exponential is periodic. The lattice sum in Eq.~\eqref{eq:orth} therefore gives $\delta_{\mathbf k\mathbf k'}$ again, and the matrix in the band indices is
\begin{equation}
\left(E_n+\frac{\hbar^2k^2}{2m}\right)\delta_{nn'}
+\frac\hbar m\mathbf k\cdot\mathbf p_{nn'},
\qquad
\mathbf p_{nn'}=\frac1\Omega\int_{\rm cell}u_n^*\mathbf p\,u_{n'}\,d^3r .
\label{eq:kp}
\end{equation}
Because $c$ is nondegenerate and the crystal has inversion symmetry, $u_c$ is even or odd. The momentum changes sign under inversion, so $\mathbf p_{cc}=0$. This agrees with the extremum at $\mathbf k=0$, since $\hbar\mathbf k\cdot\mathbf p_{cc}/m$ would be the linear term of the band energy.

\subsection{The added potential: first use of slow variation}

Write
\begin{equation}
U(\mathbf r)=\sum_{\mathbf q}U_{\mathbf q}e^{i\mathbf q\cdot\mathbf r},
\qquad
U_{\mathbf q}=\frac1{\mathcal V}\int U(\mathbf r)
e^{-i\mathbf q\cdot\mathbf r}\,d^3r .
\end{equation}
The product of two band-edge functions is periodic:
\begin{equation}
u_n^*u_{n'}=\sum_{\mathbf G}B^{nn'}_{\mathbf G}
e^{i\mathbf G\cdot\mathbf r},\qquad B^{nn'}_0=\delta_{nn'} .
\label{eq:B}
\end{equation}
The value of $B_0^{nn'}$ is the cell average of the product, fixed by Eq.~\eqref{eq:un}. Inserting the series into the matrix element gives
\begin{equation}
\langle\chi_{n\mathbf k}|U|\chi_{n'\mathbf k'}\rangle
=\sum_{\mathbf G}B^{nn'}_{\mathbf G}
U_{\mathbf k-\mathbf k'-\mathbf G}.
\label{eq:Ufull}
\end{equation}
Up to this point the potential is arbitrary.

Now let $U$ be smooth on the scale $L\gg a$, where $a$ is the lattice period. An envelope of size $L$ contains wave vectors of order $1/L$, so the relevant $\mathbf k-\mathbf k'$ are small compared with any nonzero $\mathbf G$. The terms with $\mathbf G\ne0$ then need Fourier components of $U$ near $\mathbf G$. For a Gaussian of width $L$ these are smaller than the component at zero by about $e^{-G^2L^2/2}$. Dropping them leaves
\begin{equation}
\langle\chi_{n\mathbf k}|U|\chi_{n'\mathbf k'}\rangle
\approx\delta_{nn'}U_{\mathbf k-\mathbf k'} .
\label{eq:Uslow}
\end{equation}
A smooth potential thus shifts all bands together and does not couple them in this basis. The assumption about the envelope is verified afterwards: the equation obtained must have solutions concentrated at small $\mathbf k$.

An abrupt step does not meet the condition. In one dimension its Fourier components fall as $1/q$, so the ratio of the dropped to the retained components is of order $1/(GL)$ and not exponentially small.

\subsection{Coupled envelope equations}

With Eqs.~\eqref{eq:kp} and \eqref{eq:Uslow} the Schr\"odinger equation becomes
\begin{equation}
\begin{aligned}
&\left(E_n+\frac{\hbar^2k^2}{2m}\right)A_n(\mathbf k)
+\sum_{n'}\frac\hbar m\mathbf k\cdot\mathbf p_{nn'}A_{n'}(\mathbf k)\\
&\qquad+\sum_{\mathbf k'}U_{\mathbf k-\mathbf k'}A_n(\mathbf k')
=EA_n(\mathbf k).
\end{aligned}
\label{eq:coupled}
\end{equation}
The amplitudes are negligible near the zone boundary, so the sum over $\mathbf k'$ may be extended to all wave vectors of the box. The last sum is then a convolution. In real space it is multiplication by $U(\mathbf r)$, while $\mathbf k$ becomes $-i\nabla$. The extension is meant for amplitudes near $\mathbf k=0$; Eq.~\eqref{eq:coupled} is not used at large $\mathbf k$.

\subsection{Removing the coupling to the other bands}

Let $l$ label the bands other than $c$, and define
\begin{equation}
\Delta_l=E_c-E_l,\qquad
W_{lc}=\frac\hbar m\mathbf k\cdot\mathbf p_{lc},\qquad
M_{ll'}=\frac\hbar m\mathbf k\cdot\mathbf p_{ll'} .
\end{equation}
Note the sign: $\Delta_l$ is positive for bands below $c$. The Hamiltonian in Eq.~\eqref{eq:coupled} is
\begin{equation}
\mathcal H=\mathcal E+W+M+K,\qquad
K=\frac{\hbar^2k^2}{2m}+U,
\label{eq:split}
\end{equation}
where $\mathcal E$ is the diagonal matrix of the $E_n$, $W$ connects $c$ with the other bands, $M$ acts among the other bands, and $K$ is the same operator in every band.

To order the terms, take $k\sim1/L$ and $U\sim1/L^2$. This is the natural scaling for a confined state, whose potential and kinetic energies are comparable. Then $W$ and $M$ are of order $L^{-1}$, while $K$ is of order $L^{-2}$. A unitary transformation is chosen to remove $W$ at lowest order:
\begin{equation}
e^{-S}\mathcal He^{S}=\mathcal H+[\mathcal H,S]
+\frac12[[\mathcal H,S],S]+\cdots,
\qquad W+[\mathcal E,S]=0,
\label{eq:S}
\end{equation}
with $S^\dagger=-S$. The $lc$ element of the condition reads $W_{lc}+(E_l-E_c)S_{lc}=0$, so
\begin{equation}
S_{lc}=\frac{W_{lc}}{\Delta_l},\qquad
S_{cl}=-\frac{W_{cl}}{\Delta_l}.
\label{eq:Slc}
\end{equation}
All other elements of $S$ are zero. A band with $E_l=E_c$ and $W_{lc}\ne0$ cannot be removed, because its denominator vanishes. A partner $c'$ degenerate with $c$ by symmetry has the same parity, so $W_{c'c}=0$, but the transformation can leave a coupling $\sum_lW_{c'l}W_{lc}/\Delta_l$ of order $k^2$, as large as the kinetic energy itself. In both cases the band has to be kept in a multiband equation, which is why $c$ is taken nondegenerate.

At second order in $k$, the terms containing $W$ and $\mathcal E$ are $[W,S]$ and $\frac12[[\mathcal E,S],S]$. Since $[\mathcal E,S]=-W$, their sum is $\frac12[W,S]$. Its element in band $c$ is
\begin{equation}
\begin{aligned}
\frac12[W,S]_{cc}
&=\frac12\sum_l\left(W_{cl}S_{lc}-S_{cl}W_{lc}\right)\\
&=\frac12\sum_l\left(\frac{W_{cl}W_{lc}}{\Delta_l}
+\frac{W_{cl}W_{lc}}{\Delta_l}\right)
=\sum_l\frac{W_{cl}W_{lc}}{\Delta_l}.
\end{aligned}
\label{eq:second}
\end{equation}
The second minus sign comes from $S_{cl}$, so the two terms add.

\subsection{Effective mass}

Adding Eq.~\eqref{eq:second} to $K$ gives the Hamiltonian of band $c$ at order $L^{-2}$:
\begin{equation}
\begin{aligned}
\mathcal H_c&=E_c+\frac{\hbar^2k^2}{2m}
+\frac{\hbar^2}{m^2}\sum_{ij}k_ik_j
\sum_l\frac{p^i_{cl}p^j_{lc}}{\Delta_l}+U\\
&=E_c+\frac{\hbar^2}{2}\sum_{ij}
\left(\frac1{m^*}\right)_{ij}k_ik_j+U .
\end{aligned}
\label{eq:Hc}
\end{equation}
Comparison of the two lines gives
\begin{equation}
\left(\frac1{m^*}\right)_{ij}=\frac{\delta_{ij}}m
+\frac2{m^2}\sum_l\frac{p^i_{cl}p^j_{lc}}{E_c-E_l}.
\label{eq:mass}
\end{equation}
The products $p^i_{cl}p^j_{lc}$ are real because, for real $u_n$, every momentum element is imaginary. Being real, each product equals its complex conjugate $p^i_{lc}p^j_{cl}$, so the tensor is symmetric.

Bands below $c$ increase the inverse mass, and bands above $c$ reduce it. A close band below gives a light electron. If bands above dominate, the inverse mass can be negative, and the same equation describes the top of a valence band. If the other bands do not couple to $c$, the free mass is recovered.

With $U=0$, Eq.~\eqref{eq:Hc} is the expansion of the band energy to second order in $k$. The mass may therefore be taken either from the momentum sum or from the curvature of a computed band. The sum requires enough bands to converge; the curvature requires a step in $k$ small enough that the quartic part does not contaminate it.

Finally, define the envelope by
\begin{equation}
F(\mathbf r)=\frac1{\sqrt{\mathcal V}}
\sum_{\mathbf k}\tilde F(\mathbf k)e^{i\mathbf k\cdot\mathbf r},
\qquad \int|F|^2d^3r=\sum_{\mathbf k}|\tilde F(\mathbf k)|^2=1,
\label{eq:F}
\end{equation}
where $\tilde F$ is the amplitude in the transformed band $c$. Replacing $\mathbf k$ by $-i\nabla$ in Eq.~\eqref{eq:Hc} gives Eq.~\eqref{eq:ema}. The minus sign of its kinetic term comes from $k_ik_j\to-\partial_i\partial_j$.

The step from Eq.~\eqref{eq:split} to Eq.~\eqref{eq:Hc} has used slow variation a second time. The potential does not commute with $S$, which contains $\mathbf k$, and the commutators have been dropped because each one contains a derivative of $U$.

\section{Neglected terms, their size and a worked case}

\subsection{Symbols and results carried over}

The crystal has band-edge energies $E_n$ and real periodic functions $u_n$ at $\mathbf k=0$. Band $c$ is nondegenerate, $l$ labels the other bands, and $\Delta_l=E_c-E_l$. The couplings are $W_{lc}=\hbar\mathbf k\cdot\mathbf p_{lc}/m$ and $M_{ll'}=\hbar\mathbf k\cdot\mathbf p_{ll'}/m$. The transformation $e^{-S}\mathcal He^S$, with $S_{lc}=W_{lc}/\Delta_l$ and $S_{cl}=-W_{cl}/\Delta_l$, gave the envelope equation~\eqref{eq:ema} with the mass~\eqref{eq:mass}. In the power counting, $k\sim1/L$ and $U\sim1/L^2$, so the leading energies scale as $L^{-2}$.

This part has derived the single-band envelope equation and its effective mass, using the slow variation of the added potential in two separate places. What remains is to find the first neglected terms, estimate their size, and test them on a one-dimensional crystal with a Gaussian well.
